# Nonadiabatic Small-Polaron Hopping and Mobility on a Cubic Lattice: verification in Python

```python
"""Nonadiabatic small-polaron hopping on a cubic lattice.
Result under test (hbar = e = 1, T = thermal energy):
    k  = J^2 sqrt(pi/(lam T)) exp(-lam/(4T))     rate to each neighbour
    mu = D/T = a^2 k/T                          drift mobility
J: transfer energy, lam: reorganization energy, a: cubic lattice constant,
D: diffusion constant. Phonons are harmonic, with squared frequency
omega0^2 [1 - c (cos qx + cos qy + cos qz)/3]; the carrier on site i adds
the energy A x_i, where x_i is the mass-weighted displacement of that site.
Energies are in eV, lengths in angstrom, times in 1/eV.
"""
from itertools import product
import numpy as np
from scipy.constants import hbar, e
from scipy.integrate import solve_ivp
from scipy.linalg import eigh, expm

a, J, lam, omega0, c, T = 4.0, 0.005, 1.0, 0.03, 0.5, 0.05
T_cold = 0.025


def marcus(temp, bias=0.0):
    return J**2*np.sqrt(np.pi/(lam*temp))*np.exp(-(lam+bias)**2/(4*lam*temp))


def phonon_mesh(size):
    """Frequencies and hop weights (1 - cos qx)/(N omega^2)."""
    q = 2*np.pi*np.arange(size)/size
    qx, qy, qz = np.meshgrid(q, q, q, indexing="ij")
    squared = omega0**2*(1-c*(np.cos(qx)+np.cos(qy)+np.cos(qz))/3)
    weight = (1-np.cos(qx))/squared/size**3
    return np.sqrt(squared).ravel(), weight.ravel()


omega, weight = phonon_mesh(14)
A = np.sqrt(lam/weight.sum())
S = A**2*weight/omega
E_p = 0.5*A**2*np.mean(1/omega**2)
mean_w2 = np.sum(S*omega**3)/lam

# Real-space elasticity: vertical energy and lowest crossing point.
L = 6
N = L**3
identity = np.eye(N)
blocks = identity.reshape(L, L, L, N)
neighbours = sum(np.roll(blocks, s, axis=ax) for ax in range(3) for s in (-1, 1))
K = omega0**2*(identity-c/6*neighbours.reshape(N, N))
force = A*identity[0]
relaxed = np.linalg.solve(K, -force)
lam_real = A*(relaxed[1]-relaxed[0])
lam_mesh = A**2*phonon_mesh(L)[1].sum()
assert abs(lam_real/lam_mesh-1) < 1e-9
gap_vector = identity[1]-identity[0]
kkt = np.block([[K, gap_vector[:, None]], [gap_vector[None, :], np.zeros((1, 1))]])
crossing = np.linalg.solve(kkt, np.append(-force, 0.0))[:N]


def elastic_energy(x):
    return 0.5*x@K@x+force@x


barrier_real = elastic_energy(crossing)-elastic_energy(relaxed)
assert abs(barrier_real/(lam_real/4)-1) < 1e-8
binding_real = -elastic_energy(relaxed)
binding_mesh = 0.5*A**2*np.mean(1/phonon_mesh(L)[0]**2)
assert abs(binding_real/binding_mesh-1) < 1e-9

# Thermal average of the displacement operator for one mode.
nb = 140
lower = np.diag(np.sqrt(np.arange(1, nb)), 1)
S_test = 0.5
shift = expm(np.sqrt(S_test)*(lower.T-lower))
pop = np.exp(-omega0*np.arange(nb)/T)
average = np.sum(pop*np.diag(shift))/pop.sum()
assert abs(average-np.exp(-0.5*S_test/np.tanh(omega0/(2*T)))) < 1e-8

# Full quantum golden-rule rate on the phonon mesh, by real-time quadrature.
dt = 0.5
times = np.arange(0, 600, dt)
phase = np.outer(times, omega)
one_minus_cos = 1-np.cos(phase)
sine_part = np.sin(phase)@S
del phase


def quantum_rate(temp, bias=0.0):
    phi = one_minus_cos@(S/np.tanh(omega/(2*temp)))+1j*sine_part
    f = np.exp(-phi-1j*bias*times).real
    return 2*J**2*dt*(f.sum()-0.5*f[0])


def saddle_rate(temp):
    curvature = np.sum(S*omega**2/np.sinh(omega/(2*temp)))
    return J**2*np.sqrt(2*np.pi/curvature)*np.exp(-np.sum(S*np.tanh(omega/(4*temp))))


k, k_q = marcus(T), quantum_rate(T)
k_cold, k_q_cold = marcus(T_cold), quantum_rate(T_cold)
corr_exp = lam*mean_w2/(192*T**3)
corr = corr_exp+mean_w2/(48*T**2)+mean_w2/(16*lam*T)
assert abs(k_q/saddle_rate(T)-1) < 3e-3        # quartic term left out
assert abs(k_q_cold/saddle_rate(T_cold)-1) < 1e-2
assert abs(k_q/k-1-corr) < 3e-3                # fourth order in omega left out

# Exact dynamics of two sites and one mode, from a relaxed thermal start.
nf, n_start = 420, 60
S_one = lam/omega0
period = 2*np.pi/omega0
ladder = np.diag(np.sqrt(np.arange(1, nf)), 1)
H_first = np.diag(omega0*np.arange(nf))
H_second = H_first+omega0*(np.sqrt(S_one)*(ladder+ladder.T)+S_one*np.eye(nf))
p_start = np.exp(-omega0*np.arange(n_start)/T)
p_start /= p_start.sum()


def transfer_slopes(coupling):
    """Growth rate of the transferred population before and after one period."""
    mix = coupling*np.eye(nf)
    energy, vec = eigh(np.block([[H_first, mix], [mix, H_second]]))

    def transferred(t):
        amp = vec[nf:]@(np.exp(-1j*energy*t)[:, None]*vec[:n_start].T)
        return np.sum((np.abs(amp)**2)@p_start)
    p = [transferred(f*period) for f in (0.3, 0.7, 1.3, 1.7)]
    return (p[1]-p[0])/(0.4*period), (p[3]-p[2])/(0.4*period)


t_one = np.linspace(-period/2, period/2, 4001)
phi_one = S_one*((1-np.cos(omega0*t_one))/np.tanh(omega0/(2*T))
                 + 1j*np.sin(omega0*t_one))
kernel_area = np.sum(np.exp(-phi_one).real[:-1])*(t_one[1]-t_one[0])
J_weak = 1e-4
slope_1, slope_2 = transfer_slopes(J_weak)
assert abs(slope_1/(J_weak**2*kernel_area)-1) < 2e-3
revival_ratio = slope_2/slope_1
assert abs(revival_ratio-3) < 1e-2
finite_J_ratio = transfer_slopes(J)[0]/(J**2*kernel_area)
assert abs(finite_J_ratio-1) < 0.1             # higher orders in J

# Level crossing at the rms thermal gap speed.
speed = np.sqrt(2*lam*T*mean_w2)
delta = 2*np.pi*J**2/speed


def two_level(t):
    return np.array([[speed*t/2, J], [J, -speed*t/2]])


t_end = 1.0/speed
start = np.linalg.eigh(two_level(-t_end))[1][:, 0].astype(complex)
path = solve_ivp(lambda t, y: -1j*(two_level(t)@y), (-t_end, t_end), start,
                 method="DOP853", rtol=1e-10, atol=1e-12)
final = np.linalg.eigh(two_level(t_end))[1][:, 0]
p_cross = abs(final@path.y[:, -1])**2
assert abs(p_cross/(1-np.exp(-delta))-1) < 1e-2

# Master equation on three cubic lattices; grid unit is a/2.
axis = np.arange(41)-20
coords = np.meshgrid(axis, axis, axis, indexing="ij")
diffusion = {}
for name, shape in (("sc", [0, 0, 2]), ("bcc", [1, 1, 1]), ("fcc", [0, 1, 1])):
    hops = [h for h in product(range(-2, 3), repeat=3)
            if sorted(map(abs, h)) == shape]
    prob = np.zeros((41, 41, 41))
    prob[20, 20, 20] = 1.0
    step, n_steps = 0.01, 8
    for _ in range(n_steps):
        prob = prob+step*sum(np.roll(prob, h, axis=(0, 1, 2))-prob for h in hops)
    tensor = np.array([[np.sum(prob*u*v) for v in coords] for u in coords])
    tensor = tensor/(4*2*step*n_steps)
    assert np.allclose(tensor, np.eye(3), atol=1e-10)
    diffusion[name] = np.trace(tensor)/3

# Drift in a field along a cube axis, using the full quantum rates.
drop = 1e-3
forward, backward = quantum_rate(T, -drop), quantum_rate(T, drop)
assert abs(np.log(forward/backward)/(drop/T)-1) < 1e-3
mu_drift = a**2*(forward-backward)/drop
mu_einstein_q = a**2*k_q/T
assert abs(mu_drift/mu_einstein_q-1) < 1e-3
drop_high = 0.1
gain_q = ((quantum_rate(T, -drop_high)-quantum_rate(T, drop_high))
          / (k_q*drop_high/T))
gain_marcus = (2*np.exp(-drop_high**2/(4*lam*T))*np.sinh(drop_high/(2*T))
               / (drop_high/T))
assert abs(gain_q/gain_marcus-1) < 1e-2

# Apparent activation energy of the mobility.
slope_formula = lam/4-1.5*T
T_low, T_high = 0.98*T, 1.02*T
slope_q = -((np.log(quantum_rate(T_low)/T_low)-np.log(quantum_rate(T_high)/T_high))
            / (1/T_low-1/T_high))
assert abs(slope_q-slope_formula) < 0.01       # quantum correction remains

D = a**2*k
mu = D/T
per_second = e/hbar
to_cm2 = 1e-16
print(f"lattice constant a = {a:.1f} angstrom")
print(f"transfer J = {J:.3f} eV")
print(f"reorganization energy lambda = {lam:.2f} eV")
print(f"site phonon energy omega0 = {omega0:.3f} eV")
print(f"dispersion parameter c = {c:.2f} (no unit)")
print(f"phonon band: {omega.min():.4f} to {omega.max():.4f} eV")
print(f"thermal energy T = {T:.3f} eV")
print(f"polaron binding energy E_p = {E_p:.4f} eV")
print(f"lambda/(2 E_p) = {lam/(2*E_p):.4f}")
print(f"barrier lambda/4 = {lam/4:.3f} eV")
print(f"real-space barrier/lambda, 6x6x6 cell = {barrier_real/lam_real:.6f}")
print(f"lambda-weighted rms phonon energy = {np.sqrt(mean_w2):.5f} eV")
print(f"sum of S = {S.sum():.2f} (no unit)")
print(f"band-narrowing exponent = {0.5*np.sum(S/np.tanh(omega/(2*T))):.2f}")
print(f"Marcus prefactor = {J**2*np.sqrt(np.pi/(lam*T)):.4e} eV")
print(f"Boltzmann factor exp(-lambda/4T) = {np.exp(-lam/(4*T)):.4e}")
print(f"Marcus rate k = {k:.4e} eV = {k*per_second:.3e} 1/s")
print(f"total escape rate 6k = {6*k:.3e} eV")
print(f"quantum lattice rate = {k_q:.4e} eV")
print(f"quantum/Marcus rate = {k_q/k:.4f}")
print(f"saddle-point/Marcus rate = {saddle_rate(T)/k:.4f}")
print(f"lambda<w^2>/(192 T^3) = {corr_exp:.4f}")
print(f"full leading quantum correction = {corr:.4f}")
print(f"colder case T = {T_cold:.3f} eV")
print(f"colder case: quantum/Marcus rate = {k_q_cold/k_cold:.4f}")
print(f"colder case: saddle/Marcus rate = {saddle_rate(T_cold)/k_cold:.4f}")
print(f"two sites, weak J: exact/golden rule = {slope_1/(J_weak**2*kernel_area):.5f}")
print(f"two sites, J of example: exact/golden rule = {finite_J_ratio:.4f}")
print(f"one mode: slope after/before first revival = {revival_ratio:.4f}")
print(f"rms gap speed v = {speed:.5f} eV^2")
print(f"Landau-Zener exponent delta = {delta:.5f}")
print(f"propagated crossing probability = {p_cross:.5f}")
print(f"Landau-Zener formula probability = {1-np.exp(-delta):.5f}")
for name, value in diffusion.items():
    print(f"D/(a^2 k), {name} lattice = {value:.6f}")
print(f"diffusion D = {D:.4e} eV angstrom^2 = {D*per_second*to_cm2:.3e} cm^2/s")
print(f"mobility mu = {mu:.4e} angstrom^2 (e/hbar) = {mu*per_second*to_cm2:.3e} cm^2/(V s)")
print(f"quantum mobility from drift = {mu_drift:.4e} angstrom^2 (e/hbar)")
print(f"quantum mobility from D/T = {mu_einstein_q:.4e} angstrom^2 (e/hbar)")
print(f"weak-field energy drop per hop = {drop:.4f} eV")
print(f"high-field energy drop per hop = {drop_high:.2f} eV")
print(f"high-field drift/linear drift, Marcus = {gain_marcus:.4f}")
print(f"high-field drift/linear drift, quantum = {gain_q:.4f}")
print(f"apparent activation energy, formula = {slope_formula:.4f} eV")
print(f"apparent activation energy, quantum = {slope_q:.4f} eV")
print("tests ok")
```

Printed output:

```
lattice constant a = 4.0 angstrom
transfer J = 0.005 eV
reorganization energy lambda = 1.00 eV
site phonon energy omega0 = 0.030 eV
dispersion parameter c = 0.50 (no unit)
phonon band: 0.0212 to 0.0367 eV
thermal energy T = 0.050 eV
polaron binding energy E_p = 0.5491 eV
lambda/(2 E_p) = 0.9107
barrier lambda/4 = 0.250 eV
real-space barrier/lambda, 6x6x6 cell = 0.250000
lambda-weighted rms phonon energy = 0.03073 eV
sum of S = 32.97 (no unit)
band-narrowing exponent = 56.51
Marcus prefactor = 1.9817e-04 eV
Boltzmann factor exp(-lambda/4T) = 6.7379e-03
Marcus rate k = 1.3352e-06 eV = 2.029e+09 1/s
total escape rate 6k = 8.011e-06 eV
quantum lattice rate = 1.4009e-06 eV
quantum/Marcus rate = 1.0492
saddle-point/Marcus rate = 1.0479
lambda<w^2>/(192 T^3) = 0.0393
full leading quantum correction = 0.0484
colder case T = 0.025 eV
colder case: quantum/Marcus rate = 1.4006
colder case: saddle/Marcus rate = 1.3965
two sites, weak J: exact/golden rule = 0.99999
two sites, J of example: exact/golden rule = 0.9872
one mode: slope after/before first revival = 3.0000
rms gap speed v = 0.00972 eV^2
Landau-Zener exponent delta = 0.01617
propagated crossing probability = 0.01601
Landau-Zener formula probability = 0.01604
D/(a^2 k), sc lattice = 1.000000
D/(a^2 k), bcc lattice = 1.000000
D/(a^2 k), fcc lattice = 1.000000
diffusion D = 2.1364e-05 eV angstrom^2 = 3.246e-06 cm^2/s
mobility mu = 4.2728e-04 angstrom^2 (e/hbar) = 6.491e-05 cm^2/(V s)
quantum mobility from drift = 4.4829e-04 angstrom^2 (e/hbar)
quantum mobility from D/T = 4.4829e-04 angstrom^2 (e/hbar)
weak-field energy drop per hop = 0.0010 eV
high-field energy drop per hop = 0.10 eV
high-field drift/linear drift, Marcus = 1.1179
high-field drift/linear drift, quantum = 1.1167
apparent activation energy, formula = 0.1750 eV
apparent activation energy, quantum = 0.1684 eV
tests ok
```
